# Twist and uniaxial heterostrain from three moire side lengths

Take a twisted graphene bilayer whose moire triangle has sides of 12.2, 13.0 and 14.1 nm. A twist of $1.084^\circ$ with a stretch of $0.278\,\%$ along an axis at $154.7^\circ$ reproduces all three lengths. So does a twist of $1.083^\circ$ with a compression of $0.277\,\%$ along an axis at $61.1^\circ$. Both fits leave zero residual, apart from rounding. Why can three lengths fix the size of the strain and leave its sign open?

The naive scheme starts a least-squares fit from one guess for the three unknowns and reports the point where it stops. With three data and three unknowns, the residual gives no warning that other answers exist. A usable scheme must know how many answers there are, visit each, and say which further observation separates them.

## The lengths predicted by a given strain

Both layers are hexagonal with lattice constant $a$. One is the undeformed reference. The other is first strained and then turned through $\theta$, counterclockwise positive:

$$F=R(\theta)\,S(\varepsilon,\varphi).$$

Here $S$ stretches by $1+\varepsilon$ along $\varphi$ and by $1-\nu\varepsilon$ across it, with a known Poisson ratio $0<\nu<1$. The angle $\varphi$ is measured from the reference row $\mathbf a_1$ before the turn; in the laboratory the axis lies at $\varphi+\theta$. An axis has no head, so $\varphi$ is defined modulo $180^\circ$.

Let the columns of $A$ be primitive lattice vectors. The reciprocal vectors are the columns of $B=2\pi A^{-T}$. The second layer has lattice $FA$ and therefore reciprocal matrix $F^{-T}B$. The moire is the beat between corresponding reciprocal vectors,

$$G=B-F^{-T}B=(I-F^{-T})B .$$

Its real-space lattice is

$$2\pi G^{-T}=2\pi(I-F^{-1})^{-1}B^{-T}=(I-F^{-1})^{-1}A ,$$

because $B^{-T}=A/2\pi$. With $M=(I-F^{-1})^{-1}$, the sides are $L_i=|M\mathbf a_i|$, where the rows $\mathbf a_i$ have length $a$ and directions $\alpha_i=0^\circ,60^\circ,120^\circ$. Since $\mathbf a_3=\mathbf a_2-\mathbf a_1$, the three moire vectors close a triangle.

I assume for now that each side has been assigned to its row. The sides are the three shortest moire periods when the triangle is acute, as it is here.

## What the lengths contain

Lengths do not see a rotation of the whole moire. They determine only the symmetric matrix $P=M^TM$, which has three independent entries. Write

$$P=P_0I+P_1N(\psi),\qquad P_1\ge0,$$

where $N(\psi)$ keeps the direction $\psi$ and reverses the perpendicular one. For a row at angle $\alpha_i$,

$$L_i^2=a^2\left[P_0+P_1\cos(2\alpha_i-2\psi)\right].$$

The sums of $e^{2i\alpha_i}$ and of $e^{4i\alpha_i}$ over the three rows vanish. Adding the squares, first without and then with the factor $e^{2i\alpha_i}$, therefore gives

$$P_0=\frac{1}{3a^2}\sum_iL_i^2,\qquad P_1e^{2i\psi}=\frac{2}{3a^2}\sum_iL_i^2e^{2i\alpha_i}.$$

The factor 2 in the second formula arises because half of the cosine survives the sum. The eigenvalues of $P$ are $P_0\pm P_1$, so the singular values of $M^{-1}$ are

$$\sigma_\pm=(P_0\mp P_1)^{-1/2}.$$

For the example, with $a$ set to 0.246 nm as an assumed input, the squares add to $516.65\ \mathrm{nm^2}$ and $P_0=516.65/(3\times0.060516)=2846$. The complex sum is $-35.07-25.82i\ \mathrm{nm^2}$, of modulus 43.54, so $P_1=480$ and $2\psi=216.4^\circ$. Hence $\sigma_+=0.020558$ and $\sigma_-=0.017341$. Half their sum is 0.018949 and half their difference is 0.001609.

## Separating twist from strain

A plane vector can be written as a complex number $z$. Then $R(-\theta)z=e^{-i\theta}z$ and $N(\varphi)z=e^{2i\varphi}z^*$; the latter indeed keeps $e^{i\varphi}$ and reverses $ie^{i\varphi}$. The inverse strain has eigenvalues $1/(1+\varepsilon)$ and $1/(1-\nu\varepsilon)$, so

$$S^{-1}=t_0I+t_1N(\varphi),\qquad t_{0,1}=\frac12\left[\frac1{1+\varepsilon}\pm\frac1{1-\nu\varepsilon}\right],$$

with the upper sign for $t_0$. Since $F^{-1}=S^{-1}R(-\theta)$,

$$M^{-1}z=z-t_0e^{-i\theta}z-t_1e^{2i\varphi}(e^{-i\theta}z)^*=\alpha z+\beta z^*,$$

$$\alpha=1-t_0e^{-i\theta},\qquad \beta=-t_1e^{i(2\varphi+\theta)}.$$

As $z$ runs round the unit circle, the two terms point alike at some places and oppose each other at others. The singular values are therefore $|\alpha|+|\beta|$ and $\big||\alpha|-|\beta|\big|$, and the determinant is $|\alpha|^2-|\beta|^2$. With $d=|\alpha|=|t_0-e^{i\theta}|$ and $|\beta|=|t_1|$,

$$\{d,|t_1|\}=\left\{\frac{\sigma_++\sigma_-}{2},\frac{\sigma_+-\sigma_-}{2}\right\}.$$

The set brackets matter: the lengths do not say which number is which. If $d$ is the larger, the moire is twist-dominated and $\det M>0$. If $|t_1|$ is the larger, it is strain-dominated, $\det M<0$, and the moire vectors run round in the opposite sense to the lattice rows.

At small strain and twist, $|t_1|\approx(1+\nu)|\varepsilon|/2$ and $d^2\approx\theta^2+[(1-\nu)\varepsilon/2]^2$. Neither depends on the sign of $\varepsilon$ or of $\theta$. This answers the opening question: the lengths respond to the sizes of the shear-like and the rotation-like parts of $M^{-1}$, and the axis can adjust to either sign.

The two parts are equal when

$$\theta^2=\left[\frac{(1+\nu)^2}{4}-\frac{(1-\nu)^2}{4}\right]\varepsilon^2=\nu\varepsilon^2 .$$

There $\sigma_-=0$ and the moire degenerates into stripes with one infinite period. For $\nu=0.16$ and $\varepsilon=0.278\,\%$ this happens near $|\theta|=0.06^\circ$, far below the example's twist.

## Counting the answers

For a chosen assignment of $d$ and $|t_1|$, choose the sign of $\varepsilon$. Since

$$\frac{dt_1}{d\varepsilon}=-\frac12\left[\frac1{(1+\varepsilon)^2}+\frac{\nu}{(1-\nu\varepsilon)^2}\right]<0,$$

and $t_1$ runs from $+\infty$ to $-\infty$ over $-1<\varepsilon<1/\nu$, each $t_1$ belongs to one strain. Stretch means $t_1<0$. Combining the two fractions gives

$$t_1=-\frac{(1+\nu)\varepsilon}{2(1+\varepsilon)(1-\nu\varepsilon)} .$$

Clearing the denominator yields $-2\nu t_1\varepsilon^2+b\varepsilon+2t_1=0$, with $b=1+\nu+2(1-\nu)t_1$. The root that vanishes with $t_1$ is

$$\varepsilon=\frac{-4t_1}{b+\sqrt{b^2+16\nu t_1^2}} .$$

This gives $t_0$. The twist follows from $d^2=1+t_0^2-2t_0\cos\theta=(1-t_0)^2+4t_0\sin^2(\theta/2)$:

$$\sin^2\frac\theta2=\frac{d^2-(1-t_0)^2}{4t_0}.$$

Both signs of $\theta$ are allowed. The right side must not be negative, which requires $d\ge|1-t_0|$. Put $u=1-1/(1+\varepsilon)$ and $v=1-1/(1-\nu\varepsilon)$. These have opposite signs, while $1-t_0=(u+v)/2$ and $t_1=(v-u)/2$. Hence $|1-t_0|<|t_1|$ for $\varepsilon\ne0$. In the twist-dominated branch $|t_1|<d$, so the condition holds. The other limit, $\sin^2(\theta/2)\le1$, means $d\le1+t_0$ and is met whenever the moire period is many lattice constants and the strain is small.

The axis comes from the direction of largest stretch of $M^{-1}$. There $\alpha z$ and $\beta z^*$ are parallel, and twice the angle of the resulting vector is $\arg(\alpha\beta)$. This is the large-eigenvalue axis of $P^{-1}=M^{-1}M^{-T}$, perpendicular to the large-eigenvalue axis $\psi$ of $P$. Multiplying out $\alpha\beta$ gives

$$t_1(t_0-e^{i\theta})e^{2i\varphi}=-|t_1|\,d\,e^{2i\psi},$$

and therefore one axis for each pair of signs. Three unequal lengths assigned to their rows thus have exactly four twist-dominated solutions in this regime:

- $\theta=+1.084^\circ$, $\varepsilon=+0.278\,\%$, $\varphi=154.7^\circ$
- $\theta=+1.083^\circ$, $\varepsilon=-0.277\,\%$, $\varphi=61.1^\circ$
- $\theta=-1.084^\circ$, $\varepsilon=+0.278\,\%$, $\varphi=61.7^\circ$
- $\theta=-1.083^\circ$, $\varepsilon=-0.277\,\%$, $\varphi=155.2^\circ$

For the first, $|t_1|=0.001609$ gives $\varepsilon=0.00278$ and $1-t_0=0.00116$. Then $\sin^2(\theta/2)=(0.018949^2-0.00116^2)/(4\times0.9988)=8.95\times10^{-5}$, or $\theta=0.01892$ rad.

A strain-dominated solution needs $(\sigma_+-\sigma_-)/2\ge|1-t_0|$ with $|t_1|=(\sigma_++\sigma_-)/2$. At small strain this becomes

$$\frac{\sigma_+-\sigma_-}{\sigma_++\sigma_-}\ge\frac{1-\nu}{1+\nu}.$$

The example has 0.085 on the left and 0.724 on the right, so the branch is absent.

It is present in a second case, with $\nu=0.3$, $\theta=0.35^\circ$, $\varepsilon=2\,\%$ and $\varphi=25^\circ$. The sides are 48.41, 19.37 and 63.88 nm, and there are eight solutions, four in each branch. This triangle is obtuse. The other diagonal of the cell measures $\sqrt{2(48.41^2+19.37^2)-63.88^2}\approx37$ nm, so the three shortest periods in an image would not be these sides. Using them without correcting the row assignment would give a wrong strain.

## The fit that visits every answer

The repair is to start one fit in each sign sector. Small-strain seeds follow from the relations above:

$$|\varepsilon|=\frac{\sigma_+-\sigma_-}{1+\nu},\qquad |\theta|=\sqrt{\frac{(\sigma_++\sigma_-)^2}{4}-\frac{(1-\nu)^2\varepsilon^2}{4}} .$$

The seed for $\varphi$ uses the axis equation with $t_0\approx1-(1-\nu)\varepsilon/2$ and $t_1\approx-(1+\nu)\varepsilon/2$. Here $|\varepsilon|=0.003217/1.16=0.277\,\%$ and $|\theta|=1.0837^\circ$. If the anisotropy passes the strain-branch threshold, the closed-form solutions of that branch supply the additional seeds.

From each seed, a Levenberg–Marquardt fit minimizes

$$\sum_i\left[\ln\frac{L_i(\theta,\varepsilon,\varphi)}{L_i^{\rm meas}}\right]^2 .$$

Logarithms make the residuals relative errors. In the example the fit moves $|\theta|$ by less than $0.001^\circ$ and $|\varepsilon|$ by less than $0.001\,\%$, well inside the measurement error. For three lengths the closed form already suffices; the fit becomes useful when further data are added, and the closed form then supplies its starts.

Completeness was also tested without these seeds. Starts were drawn at random with $|\theta|\le0.03$ rad, $|\varepsilon|\le3\,\%$ and any axis. For the example, 120 starts reached all four solutions; for the strong case, 400 reached all eight. No converged fit with $|\theta|<0.2$ rad and $|\varepsilon|<0.2$ lay outside the closed-form set.

The forward formula was tested on explicit lattices. For each of the example's four solutions, the registry of the strained layer's sites with the reference lattice was averaged locally, and its maxima, the AA regions, were located. Their spacings agreed with the input sides to $10^{-13}$ nm, in the correct cyclic order. This measures numerical agreement, not experimental accuracy.

## Which answers are symmetry images

An image without atomic resolution gives the counterclockwise order of the sides but not the row belonging to the first. Turning the strain axis by $60^\circ$ replaces $M$ by $R(60^\circ)MR(-60^\circ)$, because plane rotations commute. The new length on row $i$ is the old length on row $i-1$. The lattice is unchanged, so $\varphi$, $\varphi+60^\circ$ and $\varphi+120^\circ$ describe equivalent structures. If the three visible periods belong to the three short rows, the four answers become twelve, six of them with $\theta>0$. Without that assumption there are more. A twist of $1.147^\circ$ with a stretch of $1.62\,\%$ along $175.8^\circ$ gives the same three shortest periods in the same order, but one of them then belongs to a longer lattice vector. A twist of $1.138^\circ$ with a compression of $1.58\,\%$ does the same. The count of twelve therefore presupposes that strains of about $1.5\,\%$ and more can be excluded.

The six small-strain answers with $\theta>0$ form two classes: stretch of $0.278\,\%$ with $\varphi=34.7^\circ$ modulo $60^\circ$, and compression of $0.277\,\%$ with $\varphi=1.1^\circ$ modulo $60^\circ$. No lattice symmetry joins them, since a symmetry operation preserves $\varepsilon$. They should be reported as two physical alternatives, each with its images.

If the handedness of the image is also unknown, the mirror $(\theta,\varphi)\to(-\theta,-\varphi)$ must be added. It exchanges the second and third sides and so reverses their order.

The reversal of $\theta$ at fixed row assignment is a different operation. It reflects the deformation in the principal axis $\psi$ of $P$, so $\varphi\to2\psi-\varphi$: indeed $216.4^\circ-154.7^\circ=61.7^\circ$. The axis $\psi$ is generally not a mirror line of the lattice, so the two structures are inequivalent although their moire lengths agree.

## The observation that settles the sign

Atomic rows of the reference layer, visible in the same image, restore the rotation that lengths discard. The mean rotation from rows to moire is $-\arg\alpha$. For small angles $\alpha\approx(1-\nu)\varepsilon/2+\theta^2/2+i\theta$. Modulo $180^\circ$, since a side is a line without a head, the rotation is

$$90^\circ+\frac{180^\circ}{\pi}\left[\frac{(1-\nu)\varepsilon}{2\theta}+\frac\theta2\right].$$

For the first solution the bracket is $0.0617+0.0095$ rad, or $4.1^\circ$, giving $94.1^\circ$. In the order listed above, the four rotations are $94.1^\circ$, $87.0^\circ$, $85.9^\circ$ and $93.0^\circ$. These are averages over the three row-to-side angles. Single sides scatter around them by several degrees, from $91.0^\circ$ to $98.9^\circ$ for the first solution and from $83.9^\circ$ to $91.9^\circ$ for the second, so the rule below applies to the average and not to one side. Here $(1-\nu)|\varepsilon|$ exceeds $\theta^2$, so the strain term in the bracket outweighs $\theta/2$: equal signs of $\theta$ and $\varepsilon$ lie above $90^\circ$, opposite signs below. If the twist sense is known and the heterostrain is purely uniaxial, a mean rotation good to about a degree fixes the sign of the strain. The second condition is strict, because the sign is read from the small change of area. Adding a biaxial heterostrain of $-0.13\,\%$ to the first solution lowers its rotation from $94.1^\circ$ to $90.1^\circ$, and $-0.233\,\%$ lowers it to $87.0^\circ$, the value for compression.

Without the twist sense, the first and fourth solutions differ by only $1.1^\circ$. Reversing $\theta$ and $\varepsilon$ together reverses $M^{-1}$ to first order, which is also the effect of exchanging the roles of the layers. Stretching one layer and compressing the other are nearly the same heterostrain. One must therefore state which layer is called strained.

The sides and atomic rows together give four numbers for three unknowns. Only then can the residual reveal a departure from uniaxial strain, and it does not reveal every one: the biaxial part of $-0.233\,\%$ above would pass as a uniaxial compression.

## Errors within one answer

Let $J$ be the matrix of derivatives of the lengths with respect to $(\theta,\varepsilon,\varphi)$. To first order $\delta L=J\,\delta x$, so the covariance of the result is $C=J^{-1}C_LJ^{-T}$. Independent errors of 0.1 nm per side give standard errors of $0.005^\circ$ in twist, $0.021\,\%$ in strain and $2.1^\circ$ in axis for the first solution. A Monte Carlo run of 4000 noisy triangles reproduces these errors to within a few percent.

Their sizes can be understood for nearly equal sides. If $s$ is the relative length error, $P_1e^{2i\psi}/P_0$ acquires an error $\frac43\sum_i\delta_ie^{2i\alpha_i}$, with standard deviation $s\sqrt{8/3}$ in each component. With $s=0.1/13.1$ this is 0.0125. The strain is $|\varepsilon|\approx|\theta|(P_1/P_0)/(1+\nu)$, so its error is about $0.0189\times0.0125/1.16=0.020\,\%$. The twist follows the mean period and has the much smaller relative error $s/\sqrt3=0.4\,\%$.

For equal sides $\varepsilon=0$ and $\varphi$ has no meaning: the column of $J$ belonging to $\varphi$ vanishes. Noise still produces a positive modulus. Two Gaussian components of width $0.020\,\%$ have mean modulus $\sqrt{\pi/2}\times0.020\,\%=0.025\,\%$, as found from 2000 noisy equilateral triangles. A recovered strain of this size is no evidence of strain. Near this limit, fitting $\varepsilon\cos2\varphi$ and $\varepsilon\sin2\varphi$ in each strain-sign sector removes the singular angle. A small kink at zero strain remains, because the change of area depends on $|\varepsilon|$; here it alters the slopes of the lengths by about 5 nm per unit strain, against slopes of about 345.

## Real bilayers

A 13 nm moire near $1.1^\circ$ with a few tenths of a percent of heterostrain is a realistic setting for twisted bilayer graphene; the lattice constant and Poisson ratio are rough values. Real devices break the assumption of uniform twist. If the third side samples a region with $0.02^\circ$ less twist, the recovered strain rises by $0.043\,\%$, about $15\,\%$ of its value and twice its random error, and the axis turns by $2.1^\circ$. The size and sign of these shifts depend on which side is affected: for the first side they are $-0.031\,\%$ and $+2.1^\circ$, for the second $-0.007\,\%$ and $-4.3^\circ$. This estimate holds the strain fixed and gives only the order of magnitude. In an elastic layer a gradient of the rotation $\omega$ is tied to gradients of the strain, $\partial_x\omega=\partial_x\varepsilon_{xy}-\partial_y\varepsilon_{xx}$, so a twist change of $0.02^\circ=3.5\times10^{-4}$ rad comes with strain variations of similar size, about $0.035\,\%$.

Other effects were sized separately, with the first solution as the true state:

- A scanner scale that reads $2\,\%$ too long along its worst axis shifts the strain by up to $0.035\,\%$, the axis by up to $3.3^\circ$ and the twist by up to $0.011^\circ$. A scale $2\,\%$ too long in all directions lowers the twist by $0.021^\circ$, four times its random error.
- A biaxial heterostrain of $0.1\,\%$ turns the recovered axis by $1.5^\circ$ but barely changes the uniaxial magnitude.
- Taking $\nu=0.21$ lowers the strain by $0.012\,\%$, following the factor $1/(1+\nu)$.
- A strain of $0.3\,\%$ common to both layers changes the result by at most $0.006\,\%$ in strain and $0.6^\circ$ in axis.
- A thermal change of $0.1\,\%$ in $a$ shifts the twist by $0.001^\circ$.
- Sharing the strain equally between the layers changes the strain by less than $0.001\,\%$ and the axis by $0.3^\circ$ when each layer is strained at $\varphi$ to its own rows. With one laboratory axis for both layers the shift is $0.3^\circ$ for the axis at $\varphi+\theta$ and $0.8^\circ$ for the axis at $\varphi$.

The worst axes were sought in steps of $5^\circ$. Atomic relaxation with the period of the moire moves equivalent points by equal amounts and leaves the sides unchanged. For this triangle, scanner calibration and twist uniformity therefore deserve attention before a better value of $a$, and before a better value of $\nu$ if it is known to about $0.05$. Taking $\nu=0.30$ would lower the strain by $0.030\,\%$, comparable with the scanner error. The numerical output below gives the values to more digits.

## Values computed for the example and the checks

```
sides L1 L2 L3 (nm): 12.2 13.0 14.1  error (nm): 0.1
lattice constant a (nm): 0.246  Poisson ratio: 0.16
sigma_plus  of M^-1: 0.020558
sigma_minus of M^-1: 0.017341
half sum: 0.018949  half difference: 0.001609
half difference / half sum: 0.0849
(1-nu)/(1+nu), strain-branch threshold at small strain: 0.7241
small-strain seeds: theta (deg), eps (%), phi (deg)
  +1.08367  +0.27734  154.943
  +1.08367  -0.27734  61.419
  -1.08367  +0.27734  61.419
  -1.08367  -0.27734  154.943
fitted: theta (deg), eps (%), phi (deg), phi mod 60 (deg), moire rotation mod 180 (deg)
  +1.08432  +0.27799  154.670  34.670  94.06
  +1.08305  -0.27670  61.146  1.146  87.01
  -1.08432  +0.27799  61.692  1.692  85.94
  -1.08305  -0.27670  155.216  35.216  92.99
solutions, rows assigned: 4
solutions, only counterclockwise order known: 12
  of these with theta > 0: 6
largest gap to sides from explicit atoms (nm): 8.0e-14
strong case: theta 0.35 deg, eps 2 %, phi 25 deg, nu 0.3
  sides (nm): 48.41 19.37 63.88
  solutions: 8  with det M > 0: 4
standard errors, first solution: theta (deg), eps (%), phi (deg)
  propagated:  0.0050  0.0215  2.10
  Monte Carlo: 0.0050  0.0214  2.11
mean false strain for equal sides of 13.10 nm (%): 0.0251
bias, first solution: theta (deg), eps (%), phi (deg)
  nu taken as 0.21: +0.0003  -0.0115  -0.17
  a smaller by 0.1 % (temperature): -0.0011  -0.0003  +0.00
  biaxial heterostrain +0.1 %: +0.0045  -0.0003  -1.51
  strain shared, +eps/2 and -eps/2: +0.0006  +0.0006  -0.27
  common strain 0.3 %, worst axis, abs: +0.0015  +0.0060  +0.58
  scanner scale 2 %, worst axis, abs: +0.0112  +0.0348  +3.33
  twist lower by 0.02 deg at side 3: -0.0051  +0.0430  +2.12
```
